# Transmission, Reflection and Absorption at One Lossy Site in a Chain

## Problem

A particle hops along an infinite chain of sites \(n=\dots,-1,0,1,\dots\) with the Hamiltonian

\[
H=-J\sum_n\big(|n\rangle\langle n+1|+|n+1\rangle\langle n|\big),\qquad J>0 .
\]

From site 0, and from no other site, the particle can be lost for good. If it sits there, the loss probability per unit time is \(\gamma\). A steady beam of particles, one at a time, is fed in far to the left with wave number \(k\) per site, \(0<k<\pi\). Whatever arrives far to the left or far to the right is drained without being sent back. This is a simple boundary-driven open chain: a source at one end, drains at both, and a leak in the middle.

Let \(T\), \(R\) and \(A\) be the fractions of the incoming flux that are transmitted, reflected and lost.

1. Find \(T\), \(R\) and \(A\) as functions of \(k\) and \(\gamma\).
2. What is the largest value that \(A\) can take, and at which loss rate?
3. What happens to the beam when \(\gamma\) becomes very large at fixed \(k\)?

Away from site 0 the plane wave \(e^{ikn}\) has energy \(E=-2J\cos k\). Its speed, in sites per unit time, is

\[
v=\frac1\hbar\frac{dE}{dk}=\frac{2J\sin k}{\hbar}.
\]

## First estimate by scaling

**Weak loss.** If \(\gamma\) is small, the wave is hardly disturbed. The particle spends a time of about \(1/v\) on site 0, and the probability of losing it in that time is

\[
A\sim\frac{\gamma}{v}.
\]

**Strong loss.** If \(\hbar\gamma\gg J\), site 0 is a level with the large width \(\hbar\gamma\), coupled to its neighbour by \(J\). The amplitude admixed on site 0 is then of order \(J/(\hbar\gamma)\) times that on the neighbour, and the occupation is of order \((J/\hbar\gamma)^2\). Taking the occupation of the neighbour to be of order one, the lost flux is \(\gamma\,(J/\hbar\gamma)^2\), and division by the incoming flux \(v\) gives

\[
A\sim\frac{J^2}{\hbar^2\gamma v}.
\]

The first estimate rises with \(\gamma\) and the second falls, so absorption should have a maximum between them. The two cross at \(\hbar\gamma\sim J\), where both equal \(J/(\hbar v)=1/(2\sin k)\), a number of order one in the middle of the band. Away from the band edges, scaling thus predicts a maximum and its rough position; near the edges the crossing value exceeds one, which no fraction can, and the estimate fails. It cannot say whether the beam can be absorbed completely, because that depends on numerical factors.

## Exact solution

### From loss to an effective Hamiltonian

The loss takes the particle from site 0 to the vacuum. With the jump operator \(L=\sqrt\gamma\,|\mathrm{vac}\rangle\langle0|\), the density matrix obeys

\[
\dot\rho=-\frac i\hbar[H,\rho]+L\rho L^\dagger-\tfrac12\big(L^\dagger L\rho+\rho L^\dagger L\big),
\qquad L^\dagger L=\gamma|0\rangle\langle0| .
\]

The term \(L\rho L^\dagger\) is proportional to \(|\mathrm{vac}\rangle\langle\mathrm{vac}|\). It therefore does not feed the one-particle block \(\rho_1\), for which the remaining terms combine to

\[
\dot\rho_1=-\frac i\hbar\big(H_{\rm eff}\rho_1-\rho_1H_{\rm eff}^\dagger\big),\qquad
H_{\rm eff}=H-\frac{i\hbar\gamma}{2}|0\rangle\langle0| .
\]

The factor one half is right because \(-\tfrac i\hbar\cdot(-\tfrac{i\hbar\gamma}{2})=-\tfrac\gamma2\), which is the coefficient in the anticommutator. A surviving particle is thus described by a wave function with \(i\hbar\dot\psi=H_{\rm eff}\psi\). Its amplitude on site 0 is damped at the rate \(\gamma/2\), and the probability there at the rate \(\gamma\). The full master equation on a five-site chain was tested against this reduction.

### Matching at site 0

The steady beam is a solution with real energy \(E\). With unit incoming amplitude and no wave arriving from the right,

\[
\psi_n=\begin{cases}e^{ikn}+r\,e^{-ikn}, & n\le0,\\ t\,e^{ikn}, & n\ge0.\end{cases}
\]

Both lines must give the same \(\psi_0\), so \(1+r=t\). The equations at all sites \(n\neq0\) are then satisfied, and the one at site 0 remains:

\[
E\psi_0=-J(\psi_{-1}+\psi_1)-\frac{i\hbar\gamma}{2}\psi_0 .
\]

The neighbouring amplitudes are \(\psi_1=t\,e^{ik}\) and, with \(r=t-1\),

\[
\psi_{-1}=e^{-ik}+(t-1)e^{ik}=t\,e^{ik}-2i\sin k .
\]

Inserting them together with \(E=-2J\cos k\) gives

\[
-2J\cos k\;t=-2Jt\,e^{ik}+2iJ\sin k-\frac{i\hbar\gamma}{2}t .
\]

All terms with \(t\) are moved to the left. Since \(e^{ik}-\cos k=i\sin k\),

\[
t\Big(2iJ\sin k+\frac{i\hbar\gamma}{2}\Big)=2iJ\sin k .
\]

Division by \(2iJ\sin k\) leaves a single dimensionless parameter:

\[
t=\frac1{1+g},\qquad r=t-1=-\frac g{1+g},\qquad
g=\frac{\hbar\gamma}{4J\sin k}=\frac{\gamma}{2v}.
\]

### Flux balance

For \(n\ne0\) the Schrödinger equation gives

\[
\frac{d|\psi_n|^2}{dt}=j_{n-1}-j_n,\qquad
j_n=\frac{2J}\hbar\,\mathrm{Im}(\psi_n^*\psi_{n+1}),
\]

where \(j_n\) is the flux from site \(n\) to site \(n+1\). On the right, \(j_n=v|t|^2\). On the left, the cross terms in \(\psi_n^*\psi_{n+1}\) are \(r\,e^{-ik(2n+1)}\) and its complex conjugate. Their sum is real, so they drop out and \(j_n=v(1-|r|^2)\). At site 0 the loss adds \(-\gamma|\psi_0|^2\), and in the steady state

\[
0=v(1-|r|^2)-v|t|^2-\gamma|t|^2 .
\]

Hence \(T=|t|^2\), \(R=|r|^2\) and \(A=1-R-T=\gamma|t|^2/v=2g|t|^2\), which answers the first question:

\[
T=\frac1{(1+g)^2},\qquad R=\frac{g^2}{(1+g)^2},\qquad A=\frac{2g}{(1+g)^2}.
\]

The numerators add up to \((1+g)^2\), as they must.

### The largest absorption

The distance of \(A\) from one half is

\[
\frac12-A=\frac{(1+g)^2-4g}{2(1+g)^2}=\frac{(1-g)^2}{2(1+g)^2}\ge0 .
\]

Absorption therefore never exceeds one half. It reaches one half at \(g=1\), that is at \(\gamma=2v\), where the other half of the beam is shared equally, \(T=R=1/4\).

The reason is the mirror symmetry about site 0. A wave from the left is half the sum of an even input, with amplitudes \((1,1)\) from left and right, and an odd input, with amplitudes \((1,-1)\). The odd input produces a standing wave proportional to \(\sin kn\). It has a node at site 0, never feels the loss, and returns completely: \(r-t=-1\). The even input returns with amplitude \(S=r+t=(1-g)/(1+g)\). Writing \(r=(S-1)/2\) and \(t=(S+1)/2\),

\[
R+T=\frac{|S-1|^2+|S+1|^2}{4}=\frac{1+|S|^2}{2},\qquad A=\frac{1-|S|^2}{2}\le\frac12 .
\]

Half of the incoming flux is in the odd part and is out of reach of the loss. A real energy offset on site 0 changes \(S\) but not the node, so the bound survives it. In 3000 random cases with such offsets the largest absorption found was 0.4987.

The argument also shows where the bound ends. If coherent waves of equal amplitude arrive from both sides in the even combination, the absorbed fraction is \(1-|S|^2\), which equals one at \(g=1\). The limit of one half holds for a beam from one side. It also holds for two beams without a fixed phase relation, because their absorbed fluxes simply add and each beam loses at most half of its own flux. In this chain, which is mirror-symmetric about the leak, going beyond one half takes coherent input from both sides. A barrier on one side only breaks the symmetry, and a single beam can then lose more than half of its flux.

### Strong loss

At fixed \(k\) and \(\gamma\to\infty\), \(g\) grows without bound and

\[
A\simeq\frac2g=\frac{8J\sin k}{\hbar\gamma}\to0,\qquad T\simeq\frac1{g^2}\to0,\qquad R\to1 .
\]

The leak turns into a mirror. This is the quantum Zeno effect in a scattering setting: site 0 would empty so fast that the particle hardly gets there. The loss per occupied site grows as \(\gamma\), but the occupation \(|\psi_0|^2=1/(1+g)^2\) falls as \(1/\gamma^2\), and the product falls as \(1/\gamma\). Of the little that is not reflected, most is lost, since \(A/T=2g\).

### Fixed loss, varying wave number

In an experiment \(\gamma\) may be fixed while \(k\) is varied. Then \(g=g_0/\sin k\) with \(g_0=\hbar\gamma/(4J)\), so \(g\) runs from \(g_0\) at the band centre to infinity at the band edges. From

\[
\frac{dA}{dg}=\frac{2(1-g)}{(1+g)^3}
\]

\(A\) rises up to \(g=1\) and falls beyond. If \(\hbar\gamma\le4J\), the value one half is reached where \(\sin k=g_0\). If \(\hbar\gamma>4J\), no wave number reaches it, and the best choice is \(k=\pi/2\), with \(A=2g_0/(1+g_0)^2\). Near the band edges the particle is reflected for any fixed \(\gamma>0\), because what counts is the loss rate compared with the speed, and the speed goes to zero there.

## Comparison of the estimate with the exact result

### Where the factors come from

For weak loss the exact result is \(A\simeq2g=\gamma/v\), so the scaling estimate has even the right factor. For strong loss the exact result can be written as \(A\simeq4v/\gamma\). Its ratio to the estimate \(J^2/(\hbar^2\gamma v)\) is

\[
\frac{4v/\gamma}{J^2/(\hbar^2\gamma v)}=\frac{4\hbar^2v^2}{J^2}=16\sin^2k .
\]

The power of \(\gamma\) was right, but a factor that depends on \(k\) was missed. It has two sources.

The first is the loss rate of the neighbour. Let \(a\) be the amplitude on site \(-1\) and \(b\) that on site 0, with the rest of the chain left aside:

\[
i\hbar\dot a=-Jb,\qquad i\hbar\dot b=-Ja-\frac{i\hbar\gamma}{2}b .
\]

For \(\hbar\gamma\gg J\), \(b\) follows \(a\) so closely that \(\hbar\dot b\) is negligible beside \(\hbar\gamma b/2\). Then \(b=2iJa/(\hbar\gamma)\), and the first equation becomes \(\dot a=-2J^2a/(\hbar^2\gamma)\). The probability \(|a|^2\) decays at twice this rate,

\[
\gamma_{\rm Z}=\frac{4J^2}{\hbar^2\gamma},
\]

which is four times the value used in the estimate.

The second source is the occupation of the neighbour. For \(\hbar\gamma\gg J\) the term \(t\,e^{ik}\) in \(\psi_{-1}=t\,e^{ik}-2i\sin k\) is negligible, so in front of the mirror \(r\simeq-1\) and \(\psi_{-1}\simeq e^{-ik}-e^{ik}=-2i\sin k\), so \(|\psi_{-1}|^2\simeq4\sin^2k\) rather than one. Site \(+1\) contributes nothing at this order, since its amplitude has the modulus \(|t|\simeq1/g=4J\sin k/(\hbar\gamma)\), smaller than \(|\psi_{-1}|\simeq2\sin k\) by the factor \(2J/(\hbar\gamma)\). It is this ratio, not \(1/g\), that has to be small: close to a band edge with \(\hbar\gamma\lesssim J\) the beam is also reflected, but this picture of the neighbouring sites does not hold there. Together,

\[
A\simeq\frac{\gamma_{\rm Z}\,4\sin^2k}{v}=\frac{16J^2\sin^2k}{\hbar^2\gamma v}=\frac{8J\sin k}{\hbar\gamma},
\]

in agreement with the exact limit. The correction factor \(16\sin^2k\) is 16 at the band centre, passes through one at \(\sin k=1/4\) and tends to zero at the band edges. Near the edges the crude estimate grows as \(1/v\), while the true absorption vanishes, because the standing wave has little weight next to the mirror.

### Numbers

Take the round model parameters \(J=1\) meV and \(k=\pi/6\), so that \(\sin k=1/2\) and \(\hbar v=2J\sin k=1\) meV. Then \(g=\hbar\gamma/(2\ \mathrm{meV})\). For \(\hbar\gamma=20\) meV, for example, \(g=10\) and

\[
T=\frac1{121}=0.0083,\qquad R=\frac{100}{121}=0.8264,\qquad A=\frac{20}{121}=0.1653 .
\]

| \(\hbar\gamma\) (meV) | \(g\) | \(T\) | \(R\) | \(A\) |
|---|---|---|---|---|
| 0.02 | 0.01 | 0.9803 | 0.0001 | 0.0196 |
| 0.2 | 0.1 | 0.8264 | 0.0083 | 0.1653 |
| 2 | 1 | 0.2500 | 0.2500 | 0.5000 |
| 20 | 10 | 0.0083 | 0.8264 | 0.1653 |
| 200 | 100 | 0.0001 | 0.9803 | 0.0196 |

The table reads the same from below with \(T\) and \(R\) exchanged. This follows from the formulas: replacing \(g\) by \(1/g\) exchanges \(T\) and \(R\) and leaves \(A\) unchanged. A measured absorption alone therefore does not tell a weak leak from a strong one, but the transmission does.

Scaling put the maximum near \(\hbar\gamma\sim J=1\) meV with \(A\sim1\). The exact maximum is at \(\hbar\gamma=2\) meV, or \(\gamma=3.04\times10^{12}\ \mathrm{s^{-1}}\), with \(A=1/2\). At this \(k\) both estimates are off by a factor of two, but that common value is special to \(\sin k=1/2\). In general the maximum lies at \(\hbar\gamma=2\hbar v=4J\sin k\), a factor \(4\sin k\) from the estimate \(J\), and the estimated height \(1/(2\sin k)\) is \(1/\sin k\) times the true value \(1/2\). At the band centre the height comes out right and the position is four times too small; towards the band edges both estimates fail without bound.

At \(\hbar\gamma=0.02\) meV the weak-loss estimate gives \(\gamma/v=0.020\), against the exact 0.0196. At \(\hbar\gamma=200\) meV the crude strong-loss estimate gives \(1/200=0.005\), too small by about the expected factor \(16\sin^2k=4\). With both factors restored it becomes 0.0200, which is 2% above the full result. That excess is the next term of the expansion, since \((2/g)/A=(1+1/g)^2\simeq1+2/g\).

The Zeno mechanism can be followed between the last two rows. The loss rate per occupied site rises tenfold, while the occupation of site 0 drops from \(8.26\times10^{-3}\) to \(9.80\times10^{-5}\), a factor of 84. The lost flux therefore falls by a factor of 8.4.

At \(\hbar\gamma=20\) meV the loss is above \(4J\), with \(g_0=5\). The largest absorption anywhere in the band is then \(10/36=0.278\), at \(k=\pi/2\).

The steady-state fractions also describe a moving particle, provided that the spread of its wave packet in \(k\) is small compared with the distance of \(k\) from the nearest band edge. Packets 40 sites wide, followed in time through the lossy site at \(\hbar\gamma=0.2\), 2 and 20 meV, gave values of \(T\), \(R\) and \(A\) within \(2\times10^{-4}\) of the table, as the numerical output shows.

The formulas for \(T\), \(R\) and \(A\) rest on a loss rate that does not depend on energy, on particles that never return from the loss channel, and on the absence of interactions between particles. If site 0 could also be refilled from outside, the one-particle block would gain a source term, and it would also leak into states with two particles, at rates that depend on the particle statistics, so the formulas for \(T\), \(R\) and \(A\) would no longer apply as they stand.

## Table of computed values

```
hopping J = 1.00 meV
wave number k = 0.5236 rad per site
energy E = -1.7321 meV
hbar*v = 1.0000 meV (v in sites per time)
speed v = 1.5193e+12 sites/s
stationary solution (T, R, A, |psi_0|^2 are dimensionless):
hbar*gamma/meV      g        T        R        A   |psi_0|^2
        0.02     0.01  0.98030  0.00010  0.01961  9.803e-01
        0.20     0.10  0.82645  0.00826  0.16529  8.264e-01
        2.00     1.00  0.25000  0.25000  0.50000  2.500e-01
       20.00    10.00  0.00826  0.82645  0.16529  8.264e-03
      200.00   100.00  0.00010  0.98030  0.01961  9.803e-05
optimal hbar*gamma, numerical search = 2.0000 meV
optimal gamma = 3.0385e+12 1/s
largest absorption at this k = 0.500000
largest absorption, 3000 random cases = 0.498707
even two-sided input, absorbed = 1.000000
odd two-sided input, absorbed = 0.000000
wave packet: width 40 sites, start at site -200
packet, hbar*gamma = 0.2 meV: T = 0.8264, R = 0.0083, A = 0.1654
packet, hbar*gamma = 2.0 meV: T = 0.2500, R = 0.2501, A = 0.4999
packet, hbar*gamma = 20.0 meV: T = 0.0083, R = 0.8265, A = 0.1653
Zeno case: hbar*gamma = 200 meV
hbar*(neighbour loss rate), diagonalized = 0.020002 meV
hbar*(neighbour loss rate), 4J^2/(hbar*gamma) = 0.020000 meV
absorption, Zeno estimate = 0.02000
absorption, full solution = 0.01961
band maximum of A at hbar*gamma = 20 meV: 0.27778
reached at k = 1.5708 rad per site
master equation test: survival probability = 0.5990
master equation test: largest deviation = 2.2e-16
```
